# Mean, peak and fundamental voltage of a collapsing rf sheath

## The problem

A flat electrode faces a plasma and carries an rf current. Between them is a sheath, a layer that electrons have left and positive ions still fill. Put the electrode at $x=0$ and let the plasma lie at larger $x$. Use the following model.

- The ions are singly charged, have uniform density $n$, and do not move during an rf cycle.
- The electrons end at a sharp edge $x=s(t)$. For $0<x<s$ there are none. For $x>s$ the plasma is neutral and its electric field is negligible.
- The current density towards the electrode is $J(t)=J_0\sin\omega t$. Inside the sheath it is carried by displacement current.
- The sheath just collapses: once per cycle the electron edge touches the electrode, without being held there.

Let $V(t)$ be the potential of the plasma minus that of the electrode. The peak voltage $V_{\rm p}$ is the largest value of $V(t)$. The fundamental amplitude $V_1$ is the zero-to-peak amplitude of the part of $V(t)$ that oscillates at $\omega$.

**(a)** Find $V$ as a function of the width $s$.

**(b)** Find $s(t)$.

**(c)** Find the mean voltage $\bar V$ as a fraction of $V_{\rm p}$ and as a fraction of $V_1$.

**(d)** Evaluate the width and the voltages for $f=13.56$ MHz, $J_0=8$ mA/cm² and $n=3\times10^{9}$ cm⁻³.

**(e)** What dc self-bias does this imply for an electrode fed through a blocking capacitor, and how far can the ratios be trusted in an argon discharge with an electron temperature of 3 eV?

## Hints

1. The field vanishes at the electron edge. Integrate Poisson's equation from there towards the electrode.
2. The field at the electrode is proportional to the sheath charge. Its rate of change gives the displacement current.
3. Integrating the current leaves one unknown constant. The collapse condition fixes it.
4. The voltage is not sinusoidal even though the width is. Square the width before averaging.
5. For the last part, ask how electrons can balance the steady arrival of ions if no net dc current may flow.

## Full solution

### (a) Voltage and width

Let $\phi(x)$ be the potential relative to the electrode, so $\phi(0)=0$ and $V=\phi(s)$. The charge density in the sheath is $+en$, and Poisson's equation reads

$$\frac{d^2\phi}{dx^2}=-\frac{en}{\varepsilon_0}.$$

Integrate from $x$ to $s$:

$$\phi'(s)-\phi'(x)=-\frac{en}{\varepsilon_0}(s-x).$$

Since $\phi'(s)=0$,

$$\phi'(x)=\frac{en}{\varepsilon_0}(s-x).$$

The potential rises away from the electrode, so the electric field points towards the electrode, with magnitude $E=\phi'$. It pulls ions to the electrode and pushes electrons back. A second integration gives

$$V=\int_0^s\frac{en}{\varepsilon_0}(s-x)\,dx
=\frac{en}{\varepsilon_0}\left(s^2-\frac{s^2}{2}\right)
=\frac{en s^2}{2\varepsilon_0}.$$

One power of $s$ comes from the charge and the other from the distance over which its field acts.

### (b) Motion of the edge

The displacement current density towards the electrode is

$$J=\varepsilon_0\frac{\partial E}{\partial t}
=\varepsilon_0\frac{\partial}{\partial t}\left[\frac{en(s-x)}{\varepsilon_0}\right]
=en\frac{ds}{dt}.$$

It does not depend on $x$, as current continuity requires. The sign is also right: a positive current towards the electrode means that plasma electrons move away from it, and the sheath widens.

Set $J=J_0\sin\omega t$ and integrate:

$$s(t)=\bar s-s_0\cos\omega t,\qquad s_0=\frac{J_0}{en\omega}.$$

Here $\bar s$ is the mean width. The smallest width is $\bar s-s_0$, at $\omega t=0$. Collapse makes it zero, so $\bar s=s_0$ and

$$s(t)=s_0(1-\cos\omega t),\qquad s_{\max}=2s_0.$$

### (c) The two ratios

Write $\theta=\omega t$ and $U=ens_0^2/(2\varepsilon_0)$. Then

$$V=U(1-\cos\theta)^2=U(1-2\cos\theta+\cos^2\theta).$$

Using $\cos^2\theta=\tfrac12+\tfrac12\cos2\theta$,

$$V=U\left(\frac32-2\cos\theta+\frac12\cos2\theta\right).$$

The cosines average to zero over a cycle, which leaves $\bar V=\tfrac32U$. The coefficient of $\cos\theta$ gives $V_1=2U$; its minus sign is a phase, not a negative amplitude. The peak occurs at $\theta=\pi$, where $V_{\rm p}=U(1+1)^2=4U$. Therefore

$$\boxed{\frac{\bar V}{V_{\rm p}}=\frac{3/2}{4}=\frac38,\qquad
\frac{\bar V}{V_1}=\frac{3/2}{2}=\frac34.}$$

The current, density and frequency set $U$ but cancel from the ratios.

The half-angle identity $1-\cos\theta=2\sin^2(\theta/2)$ turns the waveform into $V=V_{\rm p}\sin^4(\theta/2)$. This shows why the mean lies below half the peak. The voltage exceeds $V_{\rm p}/2$ when $\sin^2(\theta/2)>1/\sqrt2$, or $\cos\theta<1-\sqrt2$. That interval runs from about $114^\circ$ to $246^\circ$, or 36% of the cycle. The waveform has a broad, low minimum and a narrower maximum.

### (d) Numbers

In SI units $J_0=80$ A/m² and $n=3\times10^{15}$ m⁻³. The angular frequency is $\omega=2\pi f=8.52\times10^7$ rad/s. Hence

$$s_0=\frac{80}{(1.602\times10^{-19})(3\times10^{15})(8.52\times10^7)}\ {\rm m}
=1.95\ {\rm mm},$$

and the maximum width is $2s_0=3.91$ mm. The voltage unit is

$$U=\frac{(1.602\times10^{-19})(3\times10^{15})(1.954\times10^{-3})^2}
{2(8.854\times10^{-12})}\ {\rm V}=103.6\ {\rm V}.$$

It follows that

- the peak is $4U=414$ V;
- the mean is $\tfrac32U=155$ V, or 0.155 kV;
- the fundamental amplitude is $2U=207$ V;
- the second-harmonic amplitude is $\tfrac12U=52$ V.

A quarter cycle after collapse the width is half its maximum, but the voltage is $U=104$ V, a quarter of its peak. The numerical output below also contains a finite-difference solution of Poisson's equation for these inputs, with the width found by integrating the current. Its ratios are 0.375 and 0.75.

### (e) Self-bias and the limits of the result

**The bias.** Suppose the other electrode is grounded and so large that the rf voltage across its sheath is negligible, and neglect the voltage across the plasma too. A steady drop remains at the grounded electrode, because electron and ion currents must balance there as well. For argon at 3 eV it is about 14 V, and it would make the bias less negative by that amount. If this drop is also neglected, the plasma is at ground potential and the powered electrode sits at $-V(t)$. Its dc self-bias is

$$V_{\rm dc}\simeq-\bar V=-\tfrac34V_1,$$

which is $-155$ V here. The capacitor lets this dc voltage persist because it blocks dc current.

The factor $3/4$ belongs to sinusoidal current. The electrode voltage must then be free to contain a second harmonic one quarter as large as the fundamental. If the circuit instead forces a sinusoidal sheath voltage that just reaches zero,

$$V=\tfrac12V_{\rm p}(1-\cos\theta),$$

the mean is $V_{\rm p}/2$ and equals the fundamental amplitude. The width, proportional to $\sqrt V$, then varies as $|\sin(\theta/2)|$, whose slope jumps at collapse. So does the current. A bias estimated from $V_1$ therefore depends on how the external circuit treats harmonics.

**Why the sheath collapses.** Ions reach the electrode steadily. Let $J_{\rm i}$ be their current density and $J_{\rm e}$ the magnitude of the current density of arriving electrons. Electrons moving to the electrode carry current away from it, so the total is

$$J=en\frac{ds}{dt}+J_{\rm i}-J_{\rm e},
\qquad\text{or}\qquad
en\frac{ds}{dt}=J-J_{\rm i}+J_{\rm e}.$$

If the edge stays too far away for electrons to arrive, the average of $J$ is zero and the mean width falls at the rate $J_{\rm i}/(en)$. Ion charge collecting on the electrode weakens the field there. The sheath shrinks until electrons can cross. In a periodic state $ds/dt$ averages to zero, so the mean electron and ion currents are equal.

This can be tested without imposing collapse. For electrons of temperature $T_{\rm e}$, expressed in volts, take

$$J_{\rm e}=J_{\rm i}\sqrt{\frac{M}{2\pi m}}\;e^{-V/T_{\rm e}},$$

where $M$ and $m$ are the ion and electron masses. The exponential is the fraction of the thermal electron flux that passes the retarding voltage. The square root is the ratio of that flux to the flux of ions entering at the Bohm speed $\sqrt{eT_{\rm e}/M}$. A nearly ideal case has $J_{\rm i}/J_0=0.002$ and $T_{\rm e}/V_{\rm p}=10^{-4}$, with $V_{\rm p}$ the peak of the collapsing sheath. Started with a minimum width of $0.5s_0$, it settles after 80 cycles to a minimum of $0.023s_0$. Its ratios are 0.378 and 0.756, close to $3/8$ and $3/4$.

**Warm electrons.** At 3 eV the approach to collapse is less complete. In the ideal waveform, $V<3$ V requires $\sin^4(\theta/2)<3/414$, which holds for about 19% of the cycle. During that time the exponential is at least $e^{-1}$, so its cycle average is at least $0.19/e\simeq0.07$. Current balance needs an average of $\sqrt{2\pi m/M}\simeq0.009$ in argon. A fully collapsing sheath would admit too many electrons, and the edge must stand off slightly.

Solving the equation for $s(t)$ with $J_{\rm i}=0.73$ mA/cm², a value obtained below, gives a minimum voltage of about 8 V. At the same $J_0$ and $n$, the mean rises from 155 to 179 V, by 15%. The ratios become $\bar V/V_{\rm p}=0.39$ and $\bar V/V_1=0.80$, which are 5% and 7% above the ideal ones. The ion current is 9% of $J_0$, so it is not a negligible part of this calculation. The sharp electron edge is itself a rough description at so small a voltage. If the electrons instead follow a Boltzmann profile, the field at the electrode obeys $\varepsilon_0E^2/2=en[V-T_{\rm e}(1-e^{-V/T_{\rm e}})]$. The mean is then about 172 V, a rise of 10% rather than 15%, while the ratios stay at 0.39 and 0.80.

**Accelerated ions.** Uniform density is also a doubtful assumption. Ions that enter at the Bohm speed have kinetic energy $eT_{\rm e}/2$ and gain $e\bar V$ if they respond to the mean field and do not collide. Their flux $nv$ is conserved, so

$$\frac{n_{\rm edge}}{n_{\rm electrode}}
=\sqrt{\frac{T_{\rm e}/2+\bar V}{T_{\rm e}/2}}
=\sqrt{1+\frac{2(155.4)}{3}}\simeq10.$$

A self-consistent sheath with such ions was solved with $J_0$ and $\bar V$ held at the values of part (d). Its density falls from $1.7\times10^{10}$ cm⁻³ at the plasma edge to $1.65\times10^9$ cm⁻³ at the electrode. The edge value sets the ion current used above, $J_{\rm i}=en_{\rm edge}\sqrt{eT_{\rm e}/M}$. The ratios are now

$$\frac{\bar V}{V_{\rm p}}=0.42,\qquad \frac{\bar V}{V_1}=0.81,$$

or 12% and 8% above the uniform-density results.

The maximum width changes more, from 3.9 to 2.5 mm. Both sheaths uncover the same ion charge per area, $2J_0/\omega$, because this is the integral of the current over half a cycle. In the non-uniform sheath more of that charge lies near the plasma edge, so its field acts over a larger part of the width. A thinner sheath can then support the same mean voltage. The voltage ratios are thus less sensitive to the density profile than the width is in this comparison.

**Comparison with a real discharge.** The example is in the rough regime of a low-pressure argon etcher with a capacitively driven electrode: 13.56 MHz, a few mTorr, electrons of a few eV, and a bias of order 100 V. The rf current of the example could not sustain this plasma alone. An ion current of 0.73 mA/cm² costs at least $0.73\times(15.8+2\times3)\simeq16$ mW/cm² in ionisation energy and escaping electrons, while rough estimates of sheath and ohmic heating at 8 mA/cm² give only a few mW/cm². The numbers fit a biased electrode in a plasma made mainly by a separate source, not a purely capacitive discharge. The uniform density is a round model parameter, not a measured profile. Such a device does not have uniform ion density, which leads to the shifts just found. Its current need not be sinusoidal either, and this can matter more: a sinusoidal sheath voltage that just reaches zero has ratios $1/2$ and $1$, each a third above the values for sinusoidal current. The ion plasma frequency at the edge is 0.32 of $\omega$, so treating ions as slow is reasonable but not extremely accurate. At 5 mTorr and 300 K, a rough cross-section of $10^{-14}$ cm² gives an ion mean free path of 6.2 mm. This is longer than either sheath width, but not by enough to exclude collisions: a fraction $1-e^{-2.5/6.2}\simeq0.3$ of ions would collide even in the thinner sheath. The effect of these collisions on the ratios has not been calculated. The warm-electron and moving-ion shifts come from separate models and should not simply be added.

## Variation 1: the edge does not reach the electrode

Keep the sinusoidal current and uniform ions, but let the mean width be $\bar s=rs_0$ with $r\geq1$. Find the two ratios.

**Solution.** The voltage is

$$V=U(r-\cos\theta)^2
=U\left(r^2+\frac12-2r\cos\theta+\frac12\cos2\theta\right).$$

Its mean is $U(r^2+\tfrac12)$, its peak is $U(r+1)^2$, and its fundamental amplitude is $2rU$. Thus

$$\frac{\bar V}{V_{\rm p}}=\frac{r^2+\frac12}{(r+1)^2},\qquad
\frac{\bar V}{V_1}=\frac{r^2+\frac12}{2r}.$$

At $r=1$ these return $3/8$ and $3/4$. Their derivatives with respect to $r$ are

$$\frac{2r-1}{(r+1)^3}\qquad\text{and}\qquad\frac12-\frac1{4r^2},$$

both positive for $r\geq1$. Within this model, collapse therefore gives the smallest value of each ratio. As $r$ grows, the mean approaches the peak because the oscillation becomes a small ripple on a large dc voltage. For the same reason $\bar V/V_1$ grows without limit, as $r/2$.

For $r=1.25$ the ratios are 0.407 and 0.825. The minimum voltage is $U(0.25)^2=6.5$ V if $U$ is as in part (d). The warm-electron sheath had a slightly larger minimum voltage but smaller ratios, 0.39 and 0.80. It is therefore not just a rigidly displaced copy of the ideal sheath: its ion and electron currents also change the shape of $s(t)$.

## Variation 2: two equal sheaths

A symmetric discharge has identical electrodes $a$ and $b$, each with a sheath that just collapses. Neglect the voltage across the plasma between them. How is the mean voltage of one sheath related to the amplitude of the voltage between the electrodes?

**Solution.** A current towards $a$ flows away from $b$, so one sheath widens while the other narrows:

$$s_a=s_0(1-\cos\theta),\qquad s_b=s_0(1+\cos\theta).$$

The electrode potentials are the common plasma potential minus $V_a$ and $V_b$. The potential of $b$ relative to $a$ is therefore

$$V_a-V_b=U\left[(1-\cos\theta)^2-(1+\cos\theta)^2\right]
=-4U\cos\theta.$$

The mean voltages cancel, so there is no dc self-bias between the electrodes. The second harmonics cancel as well, and a sinusoidal current is compatible with a sinusoidal applied voltage. The applied amplitude is $4U$, equal to the peak voltage of one sheath. Each sheath consequently has a mean voltage of $3/8$ of the applied amplitude. For the numbers in part (d), 414 V between the electrodes leaves a mean of 155 V across each sheath.

The $3/8$ and $3/4$ thus refer to different measurable amplitudes. In the symmetric discharge the applied amplitude is the single-sheath peak, and the factor is $3/8$. In the strongly asymmetric discharge of part (e), the fundamental at the powered electrode is that of one sheath, and the factor is $3/4$ provided the circuit keeps the current sinusoidal. That needs a series impedance large compared with that of the sheath. If a sinusoidal voltage source drives the electrode through the blocking capacitor alone, the factor rises towards 1 once that capacitance per area exceeds $\varepsilon_0/s_0$.

## Numbers as computed

```
INPUTS
Frequency: 13.56 MHz
Current density amplitude: 8 mA/cm2
Uniform ion density: 3e+09 cm^-3
Electron temperature: 3 eV
Argon pressure: 5 mTorr
Gas temperature: 300 K
Rough ion cross-section: 1e-14 cm2
UNIFORM COLLAPSING SHEATH
Angular frequency: 8.52e+07 rad/s
Edge motion amplitude s0: 1.954 mm
Maximum width: 3.907 mm
Voltage prefactor e n s0^2/(2 eps0): 103.6 V
Peak voltage: 414.3 V
Mean voltage: 155.4 V
Mean voltage, converted: 0.1554 kV
Fundamental amplitude: 207.2 V
Second-harmonic amplitude: 51.79 V
Voltage a quarter cycle after collapse: 103.6 V
Mean/peak: 0.375
Mean/fundamental: 0.75
Symmetric pair: total voltage amplitude: 414.3 V
NOT COLLAPSING
Mean width/s0: 1.25
Mean/peak: 0.4074
Mean/fundamental: 0.825
COLD-ELECTRON RELAXATION TEST
Initial minimum width/s0: 0.5
Final minimum width/s0: 0.0229
Mean/peak: 0.3778
Mean/fundamental: 0.7556
NON-UNIFORM IONS, SAME CURRENT AND MEAN VOLTAGE
Density at plasma edge: 1.68e+10 cm^-3
Density at electrode: 1.65e+09 cm^-3
Maximum width: 2.48 mm
Mean/peak: 0.421
Mean/fundamental: 0.813
WARM ELECTRONS AND CONDUCTION CURRENT, UNIFORM IONS
Ion current density: 0.726 mA/cm2
Ion current/rf amplitude: 0.0908
Minimum voltage: 7.67 V
Mean voltage: 179 V
Mean/peak: 0.393
Mean/fundamental: 0.801
OTHER CHECKS
Ion plasma frequency/omega: 0.32
Ion mean free path: 6.2 mm
```
